# Counting electric-dipole lines between 4d2 and 4d4f in Sn12+

## Problem

Light sources for extreme-ultraviolet lithography use a hot tin plasma that radiates near 13.5 nm. One of the ions in it is Sn\(^{12+}\), whose ground configuration is 4d\(^2\) outside closed shells. Consider the transitions between 4d\(^2\) and the excited configuration 4d4f.

A *level* is a set of \(2J+1\) states that share one energy and one total angular momentum \(J\) when no external field acts. A *line* is a pair of levels, one from each configuration, that the electric-dipole selection rules allow. Each configuration is treated as isolated, and the nuclear spin is ignored.

1. Estimate the number of lines from the sizes of the two configurations, without finding their levels.
2. Find the levels of each configuration and count the lines exactly.
3. Find how many lines remain if spin-orbit coupling is negligible.
4. For a model spectrum with round parameters, find how the lines are spread in wavelength and what the neglected configurations would change.

## First estimate: a scaling law

Tin has 50 electrons, so Sn\(^{12+}\) has 38. Of these, 36 fill closed shells up to 4p\(^6\), and two remain. A closed shell has zero angular momentum, so only the outer two electrons matter for \(J\).

**Number of states.** The 4d shell has 10 spin-orbitals and the 4f shell has 14. The configurations therefore contain

\[
N_1=\binom{10}{2}=45,\qquad N_2=10\times 14=140
\]

states. Let \(n(M)\) be the number of states with total projection \(M\). A level with angular momentum \(J\) contributes one state to each \(M\) from \(-J\) to \(J\). Hence \(n(J)\) counts all levels with angular momentum \(J\) or more, and the number of levels with angular momentum equal to \(J\) is

\[
N(J)=n(J)-n(J+1).
\]

**Width of the distribution.** For one electron in a shell \(l\), the mean of \(m_l^2\) is \(l(l+1)/3\), and the mean of \(m_s^2\) is \(1/4\). The variance of its projection is thus \(2+1/4=2.25\) for d and \(4+1/4=4.25\) for f.

In 4d4f the two projections are independent, so \(\sigma_2^2=2.25+4.25=6.5\). In 4d\(^2\) the two electrons must occupy different spin-orbitals. The ten projections sum to zero, so if the first electron has projection \(\mu\), the mean projection over the other nine is \(-\mu/9\). The mean product of the two projections is then \(-2.25/9\), and

\[
\sigma_1^2=2(2.25)-2\,\frac{2.25}{9}=4.
\]

**Smooth approximation.** Replace \(n(M)\) by a Gaussian with the same total and variance:

\[
n(M)\approx\frac{N}{\sigma\sqrt{2\pi}}\,e^{-M^2/2\sigma^2}.
\]

Every level with integer \(J\) has one state with \(M=0\), so \(n(0)\) is the number of levels. This gives \(45/(2\times2.507)\approx 9.0\) and \(140/(2.550\times2.507)\approx 21.9\).

With \(x=J+\tfrac12\), the difference \(n(J)-n(J+1)\) is approximately minus the derivative of \(n\) at the midpoint:

\[
N(J)\approx\frac{N\,x}{\sigma^3\sqrt{2\pi}}\,e^{-x^2/2\sigma^2}.
\]

A dipole transition connects a typical \(J\) to three values, \(J-1\), \(J\) and \(J+1\). If the number of upper levels varies slowly with \(J\), the number of lines is about three times the number of pairs with equal \(J\). Replacing the sum by an integral,

\[
\mathcal N_{\rm est}=3\,\frac{N_1N_2}{2\pi\sigma_1^3\sigma_2^3}\int_0^\infty x^2e^{-x^2/2s^2}\,dx,
\qquad \frac1{s^2}=\frac1{\sigma_1^2}+\frac1{\sigma_2^2}.
\]

Integration by parts, with \(x\,e^{-x^2/2s^2}\) as the derivative of \(-s^2e^{-x^2/2s^2}\), turns the integral into \(s^2\int_0^\infty e^{-x^2/2s^2}dx=s^3\sqrt{\pi/2}\). Since \(s^2=\sigma_1^2\sigma_2^2/(\sigma_1^2+\sigma_2^2)\), the factors \(\sigma_1^3\sigma_2^3\) cancel:

\[
\mathcal N_{\rm est}=\frac{3N_1N_2}{2\sqrt{2\pi}\,(\sigma_1^2+\sigma_2^2)^{3/2}}
=\frac{3\times45\times140}{5.013\times(10.5)^{3/2}}\approx 111.
\]

The estimate grows as the product of the numbers of states and falls as the cube of the combined width, because a wider distribution puts more states into each level and spreads the levels over more values of \(J\). With two electrons a Gaussian is crude, so the result should be read as "about a hundred".

## Exact solution

### Selection rules

The dipole operator is a sum over electrons of \(-e\mathbf r_i\). It changes sign under inversion, so it connects states of opposite parity. The parity of a configuration is \((-1)^{\sum l_i}\). For 4d\(^2\) the sum is \(2+2=4\), which is even; for 4d4f it is \(2+3=5\), which is odd. Every pair of levels passes this rule.

The dipole is also a vector, which transforms under rotations like an angular momentum of 1. Acting on a level \(J\), it produces states that transform like the coupling of \(1\) with \(J\). By the rules of angular momentum addition, these have

\[
J'=J-1,\;J,\;J+1\quad(J\ge1),\qquad J'=1\quad(J=0).
\]

The second case contains the rule that \(J=0\) does not connect to \(J'=0\).

### Levels of 4d2

Couple the two orbital momenta to \(L\) and the spins to \(S\). Exchanging two electrons with the same \(l\) multiplies the orbital part by \((-1)^{2l-L}=(-1)^L\). The spin part is odd for \(S=0\) and even for \(S=1\), so it is multiplied by \((-1)^{S+1}\). The whole state must change sign:

\[
(-1)^{L+S+1}=-1\quad\Rightarrow\quad L+S\ \text{even}.
\]

With \(L=0,\dots,4\), the terms are \(^1\)S, \(^1\)D, \(^1\)G, \(^3\)P and \(^3\)F. Their levels run over \(J=|L-S|,\dots,L+S\):

- \(^1\)S, \(^1\)D, \(^1\)G give \(J=0\), \(2\) and \(4\).
- \(^3\)P gives \(J=0,1,2\).
- \(^3\)F gives \(J=2,3,4\).

For \(J=0,1,2,3,4\) the numbers of levels are \(2,1,3,1,2\), in total 9. The number of states confirms that none is missing:

\[
2(1)+1(3)+3(5)+1(7)+2(9)=45.
\]

### Levels of 4d4f

The two electrons are now in different shells. Any coupled state can be antisymmetrized by combining it with its exchanged partner, so no term is removed. Coupling \(l=2\) with \(l=3\) gives \(L=1,\dots,5\), each with \(S=0\) and \(S=1\).

- The singlets \(^1\)P, \(^1\)D, \(^1\)F, \(^1\)G, \(^1\)H give \(J=1,2,3,4,5\), one level each.
- The triplets give \(^3\)P\(_{0,1,2}\), \(^3\)D\(_{1,2,3}\), \(^3\)F\(_{2,3,4}\), \(^3\)G\(_{3,4,5}\) and \(^3\)H\(_{4,5,6}\).

For \(J=0,\dots,6\) the numbers are \(1,3,4,4,4,3,1\), in total 20. The states again add up:

\[
1(1)+3(3)+4(5)+4(7)+4(9)+3(11)+1(13)=140.
\]

The term labels served only to count. Spin-orbit coupling mixes different \(L\) and \(S\), but it commutes with the total angular momentum. The Hamiltonian therefore splits into blocks of fixed \(J\) whose sizes do not change, and the numbers \(N(J)\) survive the mixing.

### The lines

For each lower \(J\), add the upper levels with an allowed \(J'\):

- \(J=0\): \(J'=1\) offers 3 levels, so \(2\times3=6\) lines.
- \(J=1\): \(J'=0,1,2\) offer \(1+3+4=8\), so \(1\times8=8\) lines.
- \(J=2\): \(J'=1,2,3\) offer \(3+4+4=11\), so \(3\times11=33\) lines.
- \(J=3\): \(J'=2,3,4\) offer \(4+4+4=12\), so \(1\times12=12\) lines.
- \(J=4\): \(J'=3,4,5\) offer \(4+4+3=11\), so \(2\times11=22\) lines.

\[
\mathcal N=6+8+33+12+22=81.
\]

There are \(9\times20=180\) pairs in all, so the rules forbid 99. The ban on \(0\to0\) removes two of these, since two lower levels and one upper level have \(J=0\). The single upper level with \(J=6\) takes part in no line, because no lower level has \(J\ge5\).

### The limit without spin-orbit coupling

The dipole operator does not act on spin. If \(L\) and \(S\) are good quantum numbers, then \(S\) must stay the same, and \(L\) obeys the same vector rule as \(J\): \(L'=L\) or \(L\pm1\), but not \(0\to0\). These rules act in addition to the rule for \(J\).

Among the singlets, \(^1\)S reaches \(^1\)P; \(^1\)D reaches \(^1\)P, \(^1\)D and \(^1\)F; \(^1\)G reaches \(^1\)F, \(^1\)G and \(^1\)H. That makes \(1+3+3=7\) lines.

For the triplets, the \(J\) rule gives these counts, ordered by increasing lower \(J\):

- \(^3\)P to \(^3\)P: \(1+3+2=6\).
- \(^3\)P to \(^3\)D: \(1+2+3=6\).
- \(^3\)F to \(^3\)D: \(3+2+1=6\).
- \(^3\)F to \(^3\)F: \(2+3+2=7\).
- \(^3\)F to \(^3\)G: \(1+2+3=6\).

The triplets contribute 31 lines, and the total is \(7+31=38\). The other \(81-38=43\) lines need spin-orbit mixing to acquire strength. If the coupling vanishes entirely, the levels of each term coincide, and the 38 lines fall at only 12 wavelengths, one for each allowed pair of terms: 7 between singlets and 5 between triplets.

## Comparison of the estimate with the exact count

The scaling law gave 111, which is 37 % above the exact 81. It predicted the level numbers better: 9.0 and 21.9 against 9 and 20. The error in the lines has two parts.

The first is the replacement of three neighbouring values of \(J'\) by three times the value at \(J'=J\). With the exact level numbers, the pairs of equal \(J\) number

\[
2(1)+1(3)+3(4)+1(4)+2(4)=29,
\]

and three times this is 87. This step therefore overcounts by 6.

The remaining 24 come from the smooth distribution, which predicts about 37 equal-\(J\) pairs instead of 29. At \(J=1\) the Gaussian form gives about \(2.5\times4.3\approx10.8\) pairs where there are 3. At \(J=3\) it gives \(1.7\times4.6\approx7.8\) where there are 4. At \(J=4\) it errs the other way, with \(0.8\times3.2\approx2.6\) where there are 8.

Most of the net excess comes from 4d4f. There the Gaussian form gives about 4.3, 5.2 and 4.6 levels at \(J=1,2,3\), where there are 3, 4 and 4. Smoothing only 4d4f, with the exact numbers for 4d\(^2\), gives about 34 equal-\(J\) pairs; smoothing only 4d\(^2\) gives about 30.

In 4d\(^2\) the smooth form misses the alternation \(2,1,3,1,2\), but the resulting errors at different \(J\) nearly cancel in the sum. The alternation comes from the exchange rule. Two d electrons in different shells would also have the terms \(^1\)P, \(^1\)F, \(^3\)S, \(^3\)D and \(^3\)G. The rule removes them, and with them three levels at \(J=1\), three at \(J=3\), but only one each at \(J=2\), \(4\) and \(5\), and none at \(J=0\). A smooth curve cannot follow this pattern. Exchange is, however, not the main source of the overshoot. For two d electrons in different shells, where no term is removed, the same estimate gives about 230 lines to 4d4f-type levels against an exact 171, an excess of 34 %. The larger fault is the shape. With two electrons \(n(M)\) is flatter at the centre than a Gaussian and ends at a maximum \(M\); its fourth moment is about \(2.4\sigma^4\) instead of \(3\sigma^4\) in both configurations. Correcting the Gaussian for this lowers the equal-\(J\) pairs from 37 to about 31.

## A model spectrum

A selection rule permits a line but does not guarantee that it has strength. The line strength is

\[
S=\sum_{M,M',q}\Big|\langle J'M'|\sum_i C_q(i)|JM\rangle\Big|^2,
\]

where \(C_q\) are the three spherical components of the unit vector \(\mathbf r/r\). The unit of \(S\) is the squared radial integral \(\langle4d|r|4f\rangle^2\).

The model Hamiltonian contains the Coulomb repulsion of the two outer electrons and their spin-orbit coupling. The Slater integrals are round values:

- within 4d\(^2\), \(F^2=13\) eV and \(F^4=9\) eV;
- within 4d4f, \(F^2=11\), \(F^4=7\), \(G^1=13\), \(G^3=8\) and \(G^5=6\) eV.

The spin-orbit parameters are 0.7 eV for 4d and 0.03 eV for 4f. The mean energies of the configurations are placed 88 eV apart, so that the lines fall near 13.5 nm.

Diagonalization in all 45 and 140 states gives 9 and 20 levels, and of the 180 pairs 81 have nonzero strength. They are the pairs allowed by the \(J\) rule. With the spin-orbit terms removed, and a small term proportional to \(J^2\) added only to keep the levels of each term apart, 38 pairs keep their strength, in agreement with the count above. Without either addition \(^3\)P lies 2.45 eV above \(^3\)F in 4d\(^2\), and \(^1\)D lies between them. Spin-orbit coupling changes \(L\) by at most 1, so it does not mix \(^3\)P and \(^3\)F directly, but at \(J=2\) it mixes both with \(^1\)D. The 4d spin-orbit parameter is \(0.7/2.45\approx0.29\) of the whole interval, and a larger fraction of the distance from \(^1\)D to either term, so mixing of terms is not a negligible correction.

The strengths are very unequal. The strongest line connects \(J=4\) to \(J'=5\) and has \(S=8.99\), which is \(8.99/54.0\approx17\,\%\) of the total. The weakest allowed line has \(S=2.2\times10^{-5}\), smaller by a factor of about \(4\times10^5\). Only 24 lines are needed to carry 90 % of the strength.

Wavelength follows from \(\lambda=hc/E\) with \(hc\approx1240\) eV nm. The strongest line has \(E=93.84\) eV, hence \(\lambda\approx1240/93.84\approx13.21\) nm. The 81 lines extend from 12.68 to 15.30 nm, with a strength-weighted mean of 13.72 nm. If neighbouring lines closer than 0.02 nm are merged, 40 groups remain. An instrument that cannot separate lines closer than this would therefore show fewer peaks than there are allowed lines.

## What the isolated-configuration model leaves out

In the real ion, 4d4f is not isolated. The configuration 4p\(^5\)4d\(^3\) has \(\sum l_i=5+6=11\), so it is also odd, and the Coulomb interaction mixes the two by moving a 4p and a 4f electron into 4d. Let \(W\) be the square root of the summed squared couplings from one 4d4f state to all states of 4p\(^5\)4d\(^3\). With round radial integrals \(R^1=12\) eV and \(R^3=8\) eV, \(W\) lies between 1.37 and 8.52 eV for the 20 levels, and is 6.83 eV for the upper level of the strongest line.

To turn this into a wavelength scale, suppose that the partner states all had the same energy as that level. It would couple to one normalized combination of them with amplitude \(W\), and the two resulting energies would be shifted by \(\pm W\). Since \(\lambda\propto1/E\), to first order

\[
|\delta\lambda|\approx\lambda\,\frac{W}{E}=13.21\ \text{nm}\times\frac{6.83}{93.84}\approx0.96\ \text{nm}.
\]

This is a scale, not a prediction, because the actual partners are spread in energy. If both configurations are diagonalized together, with estimated 4p–4d integrals and the centre of 4p\(^5\)4d\(^3\) placed between 20 eV below and 5 eV above that of 4d4f, the line moves by about 0.25 to 0.8 nm. It is nevertheless far larger than the 0.02 nm used to group the lines, so the individual wavelengths above are illustrative.

The configuration 4p\(^5\)4d\(^3\) also brings lines of its own, because the dipole operator can move an electron between 4p and 4d. It has 110 levels, which form 466 allowed pairs with 4d\(^2\). Including it gives \(20+110=130\) upper levels and \(81+466=547\) lines, with or without mixing. Mixing redistributes the strength among these lines, and they can then no longer be divided strictly between the two configurations. The configuration 4d5p would add 12 levels and 60 pairs.

For a lithography source, the relevant window is set by the multilayer mirrors, roughly 2 % wide around 13.5 nm. In the model, 36 % of the line strength falls within \(\pm1\,\%\) of 13.5 nm. This figure is very sensitive to the chosen separation: it is about 9 % at 87 eV and 23 % at 89 eV. It is also not the share of emitted power, which depends on how the upper levels are populated. The model parameters have the right order of magnitude for this ion, but they were not computed for it, and the 88 eV separation was chosen to suit the band. A real tin plasma contains several charge states, and ions with more than one excited electron radiate as well. The assumption of isolated configurations is a poor one for this ion: for the upper level of the strongest line, the coupling estimated above corresponds to shifts from a few tenths of a nanometre to about 1 nm, comparable to or larger than the 0.27 nm width of the mirror window, and including 4p\(^5\)4d\(^3\) raises the count from 81 to 547.

The count of 81 allowed pairs does not depend on the radial parameters. All of them carry strength only in intermediate coupling, with both Coulomb and spin-orbit terms present, and apart from accidental coincidences of levels or zeros of strength; near the pure LS or jj limits many become very weak. It requires two isolated configurations, no external field and no coupling to a nuclear spin, since either of the last two would make \(J\) an inexact label. The numerical output lists the level numbers and the spectrum data.

## Computed results

```
electrons in Sn12+: 38
determinants 4d2, 4d4f: 45 140
levels 4d2, 4d4f: 9 20
4d2 levels by J: {0: 2, 1: 1, 2: 3, 3: 1, 4: 2}
4d4f levels by J: {0: 1, 1: 3, 2: 4, 3: 4, 4: 4, 5: 3, 6: 1}
J=0: 2 lower x 3 upper = 6 lines
J=1: 1 lower x 8 upper = 8 lines
J=2: 3 lower x 11 upper = 33 lines
J=3: 1 lower x 12 upper = 12 lines
J=4: 2 lower x 11 upper = 22 lines
all level pairs: 180
pairs if 0-0 were not excluded: 83
E1-allowed pairs: 81
pairs with nonzero computed strength: 81
lines allowed in pure LS coupling: 38
F2, F4 (4d4d), eV: 13.0 9.0
F2, F4 (4d4f), eV: 11.0 7.0
G1, G3, G5 (4d4f), eV: 13.0 8.0 6.0
zeta 4d, 4f, eV: 0.7 0.03
separation of centres, eV: 88.0
d2 interval 3P-3F without spin-orbit: 2.449 eV
spread of 4d2 levels: 10.71 eV
spread of 4d4f levels: 12.80 eV
allowed wavelengths: 12.68 to 15.30 nm
strength-weighted mean wavelength: 13.72 nm
strongest line: 13.21 nm, 93.84 eV
its J lower, J upper: 4, 5
its strength S: 8.99 (radial integral squared)
total strength: 54.0000 (same unit)
weakest allowed strength: 2.2e-05 (same unit)
lines carrying 90 % of the strength: 24
groups separated by more than 0.02 nm: 40
strength within 13.5 nm +-1 %: 36.1 %
R1, R3 (4d4d;4p4f), eV: 12.0 8.0
coupling to 4p5 4d3, all levels: 1.37 to 8.52 eV
coupling, upper level of strongest line: 6.83 eV
shift scale for degenerate partner: 0.96 nm
levels of 4p5 4d3, 4d5p: 110 12
allowed pairs 4d2 - 4p5 4d3: 466
allowed pairs 4d2 - 4d5p: 60
```
